# Residence time of an adsorbate on a mirror warmed by 20 K

## Question

I'm working on an exercise about contamination of mirrors in extreme-ultraviolet lithography. A molecule is bound to the mirror by 0.80 eV and has an attempt frequency of $10^{13}$ per second. I'm asked to show that warming the mirror from 300 to 320 K shortens its residence time roughly sevenfold.

The absolute temperature rises by less than 7%, and the thermal energy $kT$ is far below the binding energy at both temperatures. How can so small a change matter so much? I know I'm supposed to use an exponential, but I don't see where it comes from or what the attempt frequency does in it. And if the result is right, does contamination of the mirror also drop sevenfold?

## Answer

The thermal energy is small compared with the binding energy, and that is why the warming matters. Escape depends on a rare thermal fluctuation, and the probability of a rare fluctuation is very sensitive to temperature. To make this quantitative, first find the escape rate, then turn it into a time.

### The escape rate

Let $x$ be the molecule's displacement along the surface normal, $m$ its mass, $T$ the surface temperature and $k$ Boltzmann's constant. Set the potential energy $V$ to zero far from the surface, so that the bottom of the well lies at $-E$, with $E=0.80$ eV. Assume that:

- the molecule is in thermal equilibrium with the mirror while it is bound;
- there is no barrier beyond the binding energy itself;
- escape leaves the molecule's rotation and its motion along the surface unchanged, so that only $x$ matters;
- a molecule that crosses a plane just outside the well does not come back;
- the motion is classical.

In equilibrium, the probability density of finding the bound molecule at $x$ is $e^{-V(x)/kT}/Z$, where

$$Z=\int_{\rm well}e^{-V(x)/kT}\,dx .$$

At the outer plane $V=0$, so the density there is $1/Z$. The escape rate $r$ is this density times the outward velocity, averaged with inward-moving molecules counted as zero:

$$r=\frac1Z\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv .$$

Since $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$,

$$r=\frac1Z\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac1Z\sqrt{\frac{kT}{2\pi m}} .$$

Now find $Z$. Because $E\gg kT$, nearly all of the integral comes from the neighbourhood of the minimum, where the well is approximately harmonic:

$$V(x)\approx -E+\tfrac12 m(2\pi\nu)^2x^2 .$$

Here $\nu$ is the vibration frequency in cycles per second, which is the attempt frequency. Extending the rapidly decaying Gaussian to infinity gives

$$Z\approx e^{E/kT}\int_{-\infty}^{\infty}e^{-m(2\pi\nu)^2x^2/2kT}dx
=e^{E/kT}\sqrt{\frac{2\pi kT}{m(2\pi\nu)^2}}
=\frac{e^{E/kT}}{\nu}\sqrt{\frac{kT}{2\pi m}} .$$

The square root is the same one that appears in $r$, so it cancels:

$$r=\nu\,e^{-E/kT}.$$

You can read this as $\nu$ attempts per second, each succeeding with probability $e^{-E/kT}$. At fixed $\nu$, the mass has dropped out.

### From rate to residence time

Let $N(t)$ be the probability that the molecule is still on the surface at time $t$. A constant escape rate means $dN/dt=-rN$ with $N(0)=1$, so $N=e^{-rt}$. The probability of leaving between $t$ and $t+dt$ is $-dN$, and the mean residence time is

$$\tau=\int_0^\infty t\left(-\frac{dN}{dt}\right)dt
=\big[-tN\big]_0^\infty+\int_0^\infty N\,dt
=\int_0^\infty e^{-rt}dt=\frac1r .$$

The boundary term vanishes because $te^{-rt}$ is zero at both ends. Hence

$$\tau(T)=\frac{1}{\nu}\,e^{E/kT}.$$

### The two temperatures

Let $T_1=300$ K and $T_2=320$ K, and keep $E$ and $\nu$ fixed. Dividing the two times cancels $\nu$:

$$\frac{\tau(T_1)}{\tau(T_2)}
=\exp\left(\frac{E}{kT_1}-\frac{E}{kT_2}\right)
=\exp\left(\frac{E}{k}\,\frac{T_2-T_1}{T_1T_2}\right).$$

With $k=8.617\times10^{-5}$ eV/K, $kT$ is 0.025852 eV at 300 K and 0.027575 eV at 320 K. The corresponding values of $E/kT$ are 30.945 and 29.011, so

$$\frac{\tau(T_1)}{\tau(T_2)}=e^{30.945-29.011}=e^{1.934}\approx 6.9 .$$

This is the required sevenfold reduction. The attempt frequency sets the times themselves:

$$\tau(300\text{ K})=\frac{e^{30.945}}{10^{13}\text{ s}^{-1}}\approx2.75\text{ s},
\qquad
\tau(320\text{ K})=\frac{e^{29.011}}{10^{13}\text{ s}^{-1}}\approx0.40\text{ s}.$$

If $\nu$ were ten times larger, both times would be ten times shorter and their ratio would not change.

### Why a 7% change is enough

Differentiate $\ln\tau=-\ln\nu+E/kT$:

$$\frac{d\ln\tau}{dT}=-\frac{E}{kT^2},
\qquad\text{or}\qquad
\frac{d\tau}{\tau}=-\frac{E}{kT}\,\frac{dT}{T}.$$

A small fractional change in temperature is multiplied by $E/kT\approx31$. Near 300 K, the residence time falls by a factor $e$ for a warming of about $kT^2/E=9.7$ K, and 20 K is roughly two such steps.

This slope should not be held constant over the full 20 K. Doing so replaces $T_1T_2$ by $T_1^2$ and gives a ratio of 7.9. That is too large, because the slope becomes less steep as the mirror warms.

The opposite limit is also useful. If $E$ were much smaller than $kT$, the exponent in the ratio would approach zero and this factor would approach one. The rate formula itself would no longer be justified there, since its derivation needs a deep well.

### How firm is "roughly seven"?

**Shape of the well.** A real well is not a parabola. Take a Morse well,

$$V=E\left[(1-e^{-ax})^2-1\right],\qquad a=2\pi\nu\sqrt{\frac{m}{2E}},$$

which has the same depth and the same small-vibration frequency. Evaluating $Z$ numerically gives times of 2.80 s and 0.405 s, each a little under 2% longer than the harmonic values. The ratio remains 6.91.

**Binding energy.** For $E=0.75$ eV the ratio is 6.1, and for 0.85 eV it is 7.8. The time itself is much more sensitive: at 300 K it is 0.40 s in the first case and 19 s in the second.

**Prefactor.** If the prefactor $\nu$ of the escape rate varies as $T^p$ instead of staying constant, the ratio is multiplied by $(T_2/T_1)^p$. This gives 6.5 for $p=-1$ and 7.4 for $p=+1$.

**Quantum vibration.** If $\nu$ is the actual vibration frequency, the vibrational quantum is $h\nu=0.041$ eV, larger than $kT$, so the classical treatment deserves a check. For outgoing free motion with momentum $p$, the thermal flux is

$$\int_0^\infty \frac{p}{m}\,e^{-p^2/2mkT}\,\frac{dp}{h}=\frac{kT}{h}.$$

Measured from the ground level, the harmonic levels have the partition function

$$Q=\sum_{n=0}^{\infty}e^{-nh\nu/kT}=\frac{1}{1-e^{-h\nu/kT}} .$$

If $E_0$ is the energy needed to escape from the ground level, and quantum reflection at the edge of the well is neglected, then

$$r=\frac{kT}{h}\left(1-e^{-h\nu/kT}\right)e^{-E_0/kT}.$$

For $h\nu\ll kT$ the bracket tends to $h\nu/kT$, which restores the prefactor $\nu$. For the present numbers, the result depends on what "bound by 0.80 eV" means. If it is measured from the ground level, $E_0=0.80$ eV and the ratio is 7.2. If it is measured from the well bottom, $E_0=E-h\nu/2$ and the ratio is 6.8. Both are still roughly seven. The time itself is more sensitive: at 300 K it is 5.5 s in the first case and 2.5 s in the second, against 2.75 s classically.

### Does contamination also fall sevenfold?

First consider the dark mirror. Let $\Phi$ be the number of molecules arriving per unit area and time, $n_s$ the number of sites per unit area, and $\theta$ the occupied fraction. If every molecule that hits an empty site sticks, the steady state satisfies

$$\Phi(1-\theta)=\frac{n_s\theta}{\tau}
\quad\Longrightarrow\quad
\theta=\frac{\Phi\tau/n_s}{1+\Phi\tau/n_s}\approx\frac{\Phi\tau}{n_s}
\quad(\theta\ll1).$$

Take a contaminant of mass 100 u at $10^{-9}$ Torr, with the gas held at 300 K. Then $\Phi=2.03\times10^{11}$ cm$^{-2}$ s$^{-1}$. With $n_s=5\times10^{14}$ cm$^{-2}$, the coverage falls from $1.11\times10^{-3}$ to $1.61\times10^{-4}$ of a monolayer. So the dark coverage does fall by a factor of 6.9.

Light adds another way for an intact molecule to disappear: it can be cracked. If $F$ is the photon flux and $\sigma$ an effective cracking cross-section, the two loss rates add, and the mean time for which the molecule remains intact on the surface is

$$\tau_{\rm intact}=\frac{1}{1/\tau+\sigma F}.$$

At 13.5 nm the photon energy is 91.8 eV, so 0.1 W/cm$^2$ corresponds to $F=6.8\times10^{15}$ cm$^{-2}$ s$^{-1}$. With $\sigma=10^{-17}$ cm$^2$, the cracking rate is 0.068 s$^{-1}$. The intact time is then 2.32 s at 300 K and 0.387 s at 320 K, a ratio of 6.0.

At low coverage, the number of intact molecules per unit area is $\Phi\tau_{\rm intact}$, and they crack at the rate $\sigma F\,\Phi\tau_{\rm intact}$ per unit area. With arrival and light held fixed, cracking therefore also falls sixfold. Carbon deposition follows the same factor if each cracked molecule leaves the same amount of carbon. In much stronger light, where $\sigma F\gg1/\tau$ at both temperatures, nearly every arriving molecule is cracked before it can leave, and this warming gives little protection. Even at 1 W/cm$^2$, with the same cross-section, the ratio is only 3.1.

The pressure, mass, site density, intensity and cross-section above are rough values for an extreme-ultraviolet mirror, not data for a particular tool. For a molecule as heavy as 100 u, $10^{13}$ per second is also too fast to be the actual vibration against the surface: a Morse well 0.80 eV deep with $1/a=0.5$ Å gives about $4\times10^{12}$ per second. The exercise's $\nu$ is then best read as an effective prefactor, which can also include changes in rotation and in motion along the surface on escape. Such changes can make it much larger. For a 100 u molecule held on fixed sites of the density above, with unit sticking, a normal vibration of $4\times10^{12}$ per second and lateral vibrations of $10^{12}$ to $4\times10^{12}$ per second, detailed balance with the gas gives a prefactor of about $2\times10^{14}$ to $3\times10^{15}$ per second, varying roughly as $T^{-1}$. At the same $E$ the stays would then be tens to hundreds of times shorter, and cracking at 0.1 W/cm$^2$ would hardly compete with desorption. The ratios in light given here therefore depend on the size of $\nu$, unlike the dark ratio of residence times. A real surface also breaks the assumption of a single binding energy. Suppose the site energies have a Gaussian spread $s$ about $E$, molecules land at random, and they do not hop between sites. With $\epsilon$ the deviation from $E$, completing the square gives

$$\langle\tau\rangle=\tau\int_{-\infty}^{\infty}\frac{d\epsilon}{\sqrt{2\pi}\,s}\,
e^{-\epsilon^2/2s^2+\epsilon/kT}
=\tau\,e^{s^2/2(kT)^2},$$

because the exponent equals $-(\epsilon-s^2/kT)^2/2s^2+s^2/2(kT)^2$. For $s=0.05$ eV, the ratio of mean dark residence times rises to 8.7. The deeper sites carry more weight in the mean, and their residence times respond more strongly to warming. The dark coverage follows this ratio only while the deep sites stay mostly empty. At the arrival flux above, some of them fill at 300 K, and the coverage ratio is 7.8. In the light assumed above, the same spread has the opposite effect: averaging $\tau_{\rm intact}$ over the sites gives a ratio of only 3.4, instead of 6.0 for a single binding energy. At 300 K, cracking already ends about three quarters of the stays on sites more than $s$ deeper than average, so warming shortens those stays much less than it would in the dark. If molecules instead hop fast enough to stay in equilibrium among the sites, and the deep sites stay mostly empty, $\langle\tau\rangle$ replaces $\tau$ in $\tau_{\rm intact}$ and the ratio is 4.5. At the arrival flux above, partial filling of the deep sites lowers it to 4.4.

So the exercise's result holds for thermal residence at one binding energy. For a real mirror, the reduction also depends on the actual binding energies and their spread, on the size of the prefactor and how it varies with temperature, and on the strength of the light, so it need not be sevenfold. The numerical output below lists most of the values used here.

## Numbers as computed

```
Binding energy: 0.80 eV
Attempt frequency: 1.0e+13 1/s
Boltzmann constant: 8.617333e-05 eV/K
At 300 K, kT: 0.025852 eV
At 300 K, E/kT: 30.9454 (no unit)
At 300 K, residence time: 2.7505 s
At 300 K, Morse-well mean time: 2.7973 s
At 300 K, dark coverage: 1.114e-03 of a monolayer
At 300 K, intact time in light: 2.3173 s
At 320 K, kT: 0.027575 eV
At 320 K, E/kT: 29.0113 (no unit)
At 320 K, residence time: 0.3976 s
At 320 K, Morse-well mean time: 0.4048 s
At 320 K, dark coverage: 1.612e-04 of a monolayer
At 320 K, intact time in light: 0.3871 s
Logarithm of time ratio: 1.9341 (no unit)
Residence-time ratio: 6.918 (no unit)
Morse-well time ratio: 6.910 (no unit)
Local e-fold warming at 300 K: 9.69 K
Ratio from constant 300 K slope: 7.87 (no unit)
E = 0.75 eV, time at 300 K: 0.398 s
E = 0.75 eV, time ratio: 6.13 (no unit)
E = 0.85 eV, time at 300 K: 19.027 s
E = 0.85 eV, time ratio: 7.81 (no unit)
Site-energy standard deviation: 0.05 eV
Ratio of site-averaged times: 8.68 (no unit)
Vibrational quantum: 0.0414 eV
Quantum ratio, E from bottom: 6.83 (no unit)
Quantum ratio, E from ground: 7.18 (no unit)
Ratio, prefactor as T^-1: 6.49 (no unit)
Ratio, prefactor as T^+1: 7.38 (no unit)
Contaminant mass: 100 u
Contaminant pressure: 1.0e-09 Torr
Gas temperature: 300 K
Arrival flux: 2.028e+11 1/(cm2 s)
Site density: 5.0e+14 1/cm2
Dark-coverage ratio: 6.911 (no unit)
Light wavelength: 13.5 nm
Light intensity: 0.1 W/cm2
Photon energy: 91.84 eV
Photon flux: 6.796e+15 1/(cm2 s)
Cracking cross-section: 1.0e-17 cm2
Cracking rate: 0.0680 1/s
Intact-time ratio in light: 5.99 (no unit)
```
